\section*{Depletion Width at a Metal Contact in a Doped Organic Film}

\section*{The problem}

A p-doped organic semiconductor touches a flat metal contact. Near the metal the film has lost its holes, and the ionized acceptors left behind are negatively charged. The total band bending between the metal interface and the neutral interior is $V=0.5$~V. The density of ionized acceptors is uniform, $N=10^{18}$~cm$^{-3}$, and the relative permittivity is $\varepsilon_r=3$. How thick is the depleted layer?

Let $x$ be the distance from the metal, $e>0$ the elementary charge and $\varepsilon=\varepsilon_r\varepsilon_0$. The potential $\psi(x)$ is measured from the neutral interior, so a hole at $x$ has the extra energy $e\psi(x)$, and $\psi(0)=V$. The voltage $V$ includes both the built-in part and any applied bias. The density $N$ counts ionized acceptors in the layer, which may be fewer than the dopant molecules added.

The \emph{depletion approximation} is used first: there are no holes for $0<x<W$, and the film is neutral for $x>W$. The film must be thicker than $W$, so that a neutral interior exists.

\section*{A tempting solution}

The layer contains an ionic charge of magnitude $eNW$ per unit area. The metal carries the opposite charge, $+eNW$. Gauss's law gives the field at the metal,
\begin{equation}
F_0=\frac{eNW}{\varepsilon}.
\label{gauss}
\end{equation}
Voltage is field times distance, as in a parallel-plate capacitor, so one writes
\begin{equation}
V=F_0W=\frac{eNW^2}{\varepsilon}
\quad\Longrightarrow\quad
W_{\rm wrong}=\sqrt{\frac{\varepsilon V}{eN}} .
\end{equation}
With $\varepsilon=2.6563\times10^{-11}$~F/m and $eN=1.6022\times10^{5}$~C/m$^3$,
\begin{equation}
W_{\rm wrong}=\sqrt{\frac{2.6563\times10^{-11}\times0.5}{1.6022\times10^{5}}}\ {\rm m}
=9.1\ {\rm nm}.
\end{equation}
The units are right, and the size is plausible.

\section*{Where it fails}

Equation~(\ref{gauss}) is correct, but it gives the field at the metal. The capacitor rule needs the same field across the whole gap, which would hold if all the negative charge sat in a sheet at $x=W$. Here the ions fill the gap. Field lines leaving the metal end on ions along the way, and none reach the neutral interior. At depth $x$ the field has to supply the ions beyond $x$, whose charge per area is $eN(W-x)$ in magnitude. Therefore
\begin{equation}
F(x)=\frac{eN(W-x)}{\varepsilon}.
\label{field}
\end{equation}
The field falls linearly from $F_0$ to zero, and its average is $F_0/2$. A layer 9.1~nm thick would thus support half the required voltage, 0.25~V.

\section*{The right solution}

The charge density in the layer is $\rho=-eN$. Poisson's equation, $\psi''=-\rho/\varepsilon$, becomes
\begin{equation}
\psi''=\frac{eN}{\varepsilon},\qquad 0<x<W.
\end{equation}
The interior is neutral and field-free, and there is no charge sheet at its edge, so $\psi(W)=0$ and $\psi'(W)=0$. Integrating from $x$ to $W$ gives
\begin{equation}
\psi'(W)-\psi'(x)=\frac{eN}{\varepsilon}(W-x)
\quad\Longrightarrow\quad
\psi'(x)=-\frac{eN}{\varepsilon}(W-x).
\end{equation}
Since $F=-\psi'$, this agrees with (\ref{field}). A second integration, with $\psi(W)=0$, gives
\begin{equation}
\psi(x)=\int_x^W\frac{eN}{\varepsilon}(W-x')\,dx'
=\frac{eN}{2\varepsilon}(W-x)^2 .
\label{parabola}
\end{equation}
At the metal $\psi(0)=V$, hence
\begin{equation}
V=\frac{eNW^2}{2\varepsilon},\qquad
\boxed{W=\sqrt{\frac{2\varepsilon V}{eN}}} .
\label{width}
\end{equation}

The density must be converted before it is inserted: $10^{18}$~cm$^{-3}=10^{24}$~m$^{-3}$. Then
\begin{equation}
W^2=\frac{2(2.6563\times10^{-11})(0.5)}{1.6022\times10^{5}}\ {\rm m}^2
=1.658\times10^{-16}\ {\rm m}^2,
\end{equation}
so $W=1.288\times10^{-8}$~m $=12.9$~nm. As a test, Poisson's equation was integrated numerically from the neutral edge towards the metal until the potential reached 0.5~V. The distance covered was 12.876~nm, equal to the value from (\ref{width}) at the printed precision.

Dividing (\ref{parabola}) by its value at $x=0$ gives $\psi=V(1-x/W)^2$. Halfway through the layer the potential is $V/4=0.125$~V, so three quarters of the bending occurs in the half next to the metal. The contact field is
\begin{equation}
F_0=\frac{eNW}{\varepsilon}=\frac{2V}{W}
=\frac{1.0\ {\rm V}}{12.876\ {\rm nm}}=0.0777\ {\rm V/nm}=0.777\ {\rm MV/cm}.
\end{equation}

The square root controls the sensitivity. With $V$ and $\varepsilon_r$ fixed, $N=10^{17}$~cm$^{-3}$ gives 40.7~nm and $N=10^{19}$~cm$^{-3}$ gives 4.1~nm. With $V$ and $N$ fixed, changing $\varepsilon_r$ from 2.5 to 3.5 changes $W$ from 11.8 to 13.9~nm.

\section*{Holes at the edge}

A real hole density does not jump from zero to $N$ at $x=W$. With mobile holes of density $p(\psi)$ in equilibrium, Poisson's equation is
\begin{equation}
\psi''=\frac{eN}{\varepsilon}\left[1-\frac{p(\psi)}{N}\right],
\qquad p(0)=N .
\end{equation}
Multiply by $\psi'$. The left side becomes $\frac{d}{dx}(\psi'^2/2)$. Integrate from the metal to the deep interior, where $\psi$ and $\psi'$ vanish:
\begin{equation}
-\frac{\psi'(0)^2}{2}
=\frac{eN}{\varepsilon}\int_V^0\left[1-\frac{p}{N}\right]d\psi
=-\frac{eN}{\varepsilon}(V-V_t),
\qquad V_t=\int_0^V\frac{p}{N}\,d\psi .
\end{equation}
Thus $\psi'(0)^2=2eN(V-V_t)/\varepsilon$. By Gauss's law the net charge in the film has magnitude $\varepsilon|\psi'(0)|$ per area. Define $W_Q$ as the thickness of fully depleted material that holds this charge, $eNW_Q=\varepsilon|\psi'(0)|$. Then
\begin{equation}
W_Q=\frac{\varepsilon}{eN}\sqrt{\frac{2eN(V-V_t)}{\varepsilon}}
=\sqrt{\frac{2\varepsilon(V-V_t)}{eN}} .
\label{wq}
\end{equation}

For dilute holes obeying Boltzmann statistics, $p=Ne^{-e\psi/kT}$ and
\begin{equation}
V_t=\int_0^Ve^{-e\psi/kT}d\psi
=\frac{kT}{e}\left(1-e^{-eV/kT}\right).
\end{equation}
At 300~K, $kT/e=0.02585$~V. The exponential is negligible at $V=0.5$~V, so $V-V_t=0.474$~V and $W_Q=12.54$~nm, 2.6\% below $W$. A numerical solution of the full nonlinear equation gives the same 12.54~nm. At 350~K, with $V$ and $N$ held fixed, (\ref{wq}) gives 12.48~nm.

In the full solution the hole density is $0.0048N$ at $x=W/2$ but $0.60N$ at the nominal edge $x=W$. In this continuum solution the middle is well depleted, while the edge is a gradual transition.

The opposite limit, $V\ll kT/e$, shows where the depletion picture ends. Expanding the exponential to second order gives
\begin{equation}
V_t\simeq V-\frac{eV^2}{2kT},\qquad
W_Q\simeq\sqrt{\frac{2\varepsilon}{eN}\frac{eV^2}{2kT}}
=\frac{eV}{kT}L_D,\qquad
L_D=\sqrt{\frac{\varepsilon kT}{e^2N}} .
\end{equation}
The charge is then proportional to $V$, not to $\sqrt V$. The Poisson equation becomes $\psi''=\psi/L_D^2$, whose decaying solution is $Ve^{-x/L_D}$: holes are slightly thinned out over the Debye length $L_D$, and no empty layer forms. Here $L_D=2.07$~nm and $eV/kT$ is about 19, so the example lies on the depletion side.

\section*{Energetic disorder}

Molecular site energies in an organic film are spread out. Take a Gaussian density of states with standard deviation $\sigma=0.1$~eV and $10^{21}$ sites per cm$^3$, both rough typical values. For site energy $E$ and Fermi level $\mu$ on a hole-energy scale, the occupation is $f=[1+e^{(E+e\psi-\mu)/kT}]^{-1}$. With $g(E)$ the density of states,
\begin{equation}
p=\int gf\,dE,\qquad
\frac{dp}{d\psi}=-\frac{e}{kT}\int gf(1-f)\,dE\ \ge\ -\frac{e}{kT}\,p ,
\end{equation}
because $1-f\le1$. Dividing by $p$ and integrating from $\psi=0$ gives $p/N\ge e^{-e\psi/kT}$. The holes therefore disappear more slowly than in the Boltzmann case, and $V_t$ is larger.

The numbers show why dilute statistics fail here. The product of the Gaussian $e^{-E^2/2\sigma^2}$ and the Boltzmann factor $e^{-E/kT}$ peaks at $E=-\sigma^2/kT=-0.387$~eV. The calculated Fermi level in the neutral film is $-0.345$~eV, above that energy, so the states at the supposed peak are more than half full. The Gaussian calculation gives $V_t=0.0325$~V and $W_Q=12.45$~nm, again the same from (\ref{wq}) and from the full numerical solution. This is 3.3\% below $W$. Within the continuum model, hole tails and this disorder leave the answer near 12.5~nm. That model is stretched here: a sphere of radius $L_D$ contains only 0.04 holes on average, and a hole 1~nm from an ion is attracted by 0.48~eV, comparable with $eV$. For point ions and point holes on a lattice of 1~nm spacing, many holes stay bound to ions inside the layer: $V_t$ rises to roughly 0.09~V, $W_Q$ falls to roughly 11.7~nm, and $p/N$ near the middle is of order 0.1. The continuum corrections are therefore best read as lower estimates.

\section*{The ions are discrete}

The smooth density $N$ hides a larger complication. The length $N^{-1/3}$, which sets the scale of the ion spacing, is 10~nm, close to $W$, and a cube of side $W$ contains 2.1 ions on average.

To size the effect, place ions independently at random in $0<x<W$ and treat the metal as a grounded plane. Consider a point at depth $z$. An acceptor at distance $r$ has a positive image at distance $r'$, and together they lower the potential there, relative to the metal, by
\begin{equation}
u=k\left(\frac1r-\frac1{r'}\right),\qquad
k=\frac{e}{4\pi\varepsilon}=0.480\ {\rm V\,nm}.
\end{equation}
Let $s$ be the lateral distance of the ion, $a=|x-z|$ and $b=x+z$. Then $r^2=s^2+a^2$ and $r'^2=s^2+b^2$.

\paragraph{Mean.} The lateral integral of $u$ is
\begin{equation}
2\pi k\int_0^\infty\left(\frac{s}{r}-\frac{s}{r'}\right)ds
=2\pi k\,[\,r-r'\,]_{s=0}^{\infty}=2\pi k(b-a),
\end{equation}
since $r-r'\to0$ at large $s$. Here $b-a=2x$ for $x<z$ and $2z$ for $x>z$. The mean drop is
\begin{equation}
2\pi kN\left[\int_0^z2x\,dx+\int_z^W2z\,dx\right]
=4\pi kN\left(zW-\frac{z^2}{2}\right)
=\frac{eN}{\varepsilon}\left(zW-\frac{z^2}{2}\right).
\end{equation}
This equals $V-\psi(z)$ from (\ref{parabola}). The average over random ions reproduces the smooth parabola.

\paragraph{Spread.} A small volume $d^3r$ holds an ion with probability $N\,d^3r$, and contributes $Nu^2d^3r$ to the variance. Independent contributions add. The lateral integral is
\begin{align}
&2\pi\int_0^\infty s\left(\frac1{r^2}+\frac1{r'^2}-\frac2{rr'}\right)ds\nonumber\\
&\quad=2\pi\left[\ln r+\ln r'-2\ln(r+r')\right]_{s=0}^{\infty}
=2\pi\ln\frac{(a+b)^2}{4ab}.
\end{align}
The bracket tends to $-2\ln2$ at large $s$ and equals $\ln(ab)-2\ln(a+b)$ at $s=0$.

Choose $z=W/2$ and set $t=x/z$. For $t<1$, $a+b=2z$; for $t>1$, $a+b=2x$. The depth integral is therefore
\begin{align}
I&=2\pi z\left[\int_0^1\ln\frac1{1-t^2}\,dt+\int_1^2\ln\frac{t^2}{t^2-1}\,dt\right]\nonumber\\
&=2\pi z\,[(2-2\ln2)+(6\ln2-3\ln3)]=59.7\ {\rm nm}.
\end{align}
The second integral uses the antiderivative $2t\ln t-(t-1)\ln(t-1)-(t+1)\ln(t+1)$; the first follows from $\int_0^1\ln(1-t)\,dt=-1$ and $\int_0^1\ln(1+t)\,dt=2\ln2-1$.

A molecular site cannot coincide with an ion, so nearby ions are excluded; a rough radius $h=1$~nm is taken. Inside this small sphere $r'\simeq2z$, and the part to subtract is
\begin{equation}
4\pi\int_0^h r^2\left(\frac1r-\frac1{2z}\right)^2dr
=4\pi\left(h-\frac{h^2}{2z}+\frac{h^3}{12z^2}\right)=11.6\ {\rm nm}.
\end{equation}
With $N=10^{-3}$~nm$^{-3}$, the standard deviation is
\begin{equation}
0.480\sqrt{10^{-3}(59.7-11.6)}\ {\rm V}=0.105\ {\rm V}.
\end{equation}
The last digit depends on the choice of $h$: the same formula gives 0.110~V for $h=0.62$~nm, a sphere with the volume of one site, and 0.100~V for $h=1.5$~nm. With $h=1$~nm, a direct sum over 20\,000 random arrangements in a disk of radius $10W$ gave a spread of 0.106~V. The mean drop, taken over all ions without the 1~nm exclusion and with the contribution from beyond the disk added analytically, was 0.375~V, as the parabola requires.

The spread is comparable with the mean potential $\psi(W/2)=0.125$~V. The depletion edge in such a film should not be pictured as a flat plane: 12.9~nm is the width of the laterally averaged model. The estimate was made at $x=W/2$, not at the edge itself. It omits screening by holes at the far edge, which would reduce the spread, and any correlation between dopant positions. It is not an error bar on $W$.

\section*{What the width means for a device}

The parameters resemble a weakly p-doped hole-transport film in an organic light-emitting diode. Here there is one ionized dopant per thousand sites; with one per hundred, $10^{19}$~cm$^{-3}$, the same bending needs 4.1~nm. When ionization is incomplete, what counts for $W$ is the ionization inside the layer, not in the neutral interior: the bending that removes free holes also raises the energy of holes bound to dopants, and so helps to ionize those dopants. If only half of $10^{18}$ dopants per cm$^3$ were ionized throughout the layer, $W$ would be 18.2~nm instead of 12.9~nm. Half ionization in the neutral interior does not by itself imply this.

The field at the contact, $2V/W$, is twice the mean field through the layer, $V/W$. At $10^{18}$~cm$^{-3}$ these are 0.78 and 0.39~MV/cm; at $10^{19}$~cm$^{-3}$ they are 2.5 and 1.2~MV/cm. A rough breakdown field of 2~MV/cm lies between the last two values. Since a breakdown field is usually quoted as voltage divided by film thickness, it does not settle whether such a thin layer withstands its peak field. The 4.1~nm width is an electrostatic estimate only. Nor can a breakdown field be compared directly with the field beside a single ion, which is $k/r^2=4.8$~MV/cm at $r=1$~nm.

Injection depends on more than $W$. A hole at distance $x$ is attracted by its own image at distance $2x$, with force $e^2/(16\pi\varepsilon x^2)$ and energy $-e^2/(16\pi\varepsilon x)=-ek/(4x)$. Near the metal the hole energy divided by $e$ is $V-F_0x-k/(4x)$. Its maximum satisfies $F_0=k/(4x^2)$, so $x_m=\frac12\sqrt{k/F_0}$, and the barrier is lowered by
\begin{equation}
F_0x_m+\frac{k}{4x_m}=\sqrt{kF_0}
=\sqrt{0.480\times0.0777}\ {\rm V}=0.193\ {\rm V}.
\end{equation}
Using the full parabola instead of a constant field gives 0.188~V, with the top 1.3~nm from the metal. At that distance a continuum permittivity is itself doubtful. These values use the laterally averaged field; with randomly placed ions the lowering varies from place to place with a standard deviation of about 0.04~V. This self-image energy changes the injection barrier; it is not part of the mean potential that fixes $W$ for a given $V$.

For a rough localization length $\ell=0.2$~nm, the direct tunnelling factor $e^{-2W/\ell}$ across the whole layer is about $10^{-56}$. The number depends strongly on the model: a WKB estimate through the image-lowered parabolic barrier with the free-electron mass gives about $10^{-17}$. Both are negligible for this layer, but the same WKB estimate for the 4.1~nm layer gives $10^{-3}$ to $10^{-4}$, so direct tunnelling cannot be dismissed at higher doping. Transport by successive hops remains possible. Over the first 1~nm the ionic potential alone falls on average by 0.075~V, about three thermal voltages, with a scatter of about 0.04~V from the random ion positions.

\section*{Numbers as computed}
\begin{verbatim}
Band bending: 0.500 V
Ionized doping: 1.0e+18 cm^-3
Ionized doping in SI: 1.0e+24 m^-3
Relative permittivity: 3.0
Elementary charge: 1.602177e-19 C
Vacuum permittivity: 8.854188e-12 F/m
Permittivity: 2.6563e-11 F/m
Ion charge density magnitude: 1.6022e+05 C/m^3
Width squared: 1.6579e-16 m^2
Depletion width, formula: 12.876 nm
Depletion width, formula in SI: 1.2876e-08 m
Depletion width, marched: 12.876 nm
Contact field: 0.777 MV/cm
Potential at half width: 0.125 V
Width at 1e17 cm^-3: 40.717 nm
Width at 5e17 cm^-3: 18.209 nm
Width at 1e19 cm^-3: 4.072 nm
Width at permittivity 2.5: 11.754 nm
Width at permittivity 3.5: 13.908 nm
Temperature: 300 K
Thermal voltage: 0.02585 V
Debye length: 2.070 nm
Boltzmann width, full solution: 12.539 nm
Boltzmann width, first integral: 12.539 nm
Hole fraction p/N at half width: 4.79e-03
Hole fraction p/N at nominal edge: 0.597
Boltzmann width at 350 K: 12.482 nm
Site density (rough): 1.0e+21 cm^-3
Gaussian disorder (rough): 0.100 eV
Fermi level from Gaussian centre: -0.345 eV
Gaussian tail voltage: 0.0325 V
Gaussian width, full solution: 12.451 nm
Gaussian width, first integral: 12.451 nm
Mean ion spacing N^(-1/3): 10.000 nm
Mean ions in a cube of side W: 2.135
Coulomb constant k: 0.4800 V nm
Mean drop from metal at W/2, parabola: 0.375 V
Mean drop from metal at W/2, random ions: 0.375 V
Ion potential spread at W/2, integral: 0.105 V
Ion potential spread at W/2, sampled: 0.106 V
Image lowering, barrier search: 0.188 eV
Image lowering, formula: 0.193 eV
Barrier-top distance from metal: 1.312 nm
Hop length and ion exclusion (rough): 1.000 nm
Ionic band drop over first hop: 0.075 eV
Localization length (rough): 0.200 nm
log10 direct tunnelling factor across W: -55.9
Breakdown field (rough): 2.0 MV/cm
Contact field / breakdown field: 0.388
Hole-dopant attraction at 1 nm: 0.480 eV
\end{verbatim}
